# Permittivity from Dipole Fluctuations with Conducting Ewald Boundaries, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field in the cell and its response

### 1. The situation

A porous dielectric film between metal lines is chosen for its low relative permittivity $k$. If the film takes up moisture, or if polar groups remain on its pore walls, permanent dipoles are added to it. They turn in an electric field and raise $k$. One would like to compute this contribution from a molecular model.

A direct calculation applies a field and measures the polarization. A second method applies no field. One follows the total dipole moment $\mathbf M$ of a periodic simulation cell, which wanders about zero as the molecules turn, and infers $k$ from the size of its fluctuations. A medium that is easily polarized by a field is also easily polarized by thermal agitation.

The second method hides a question. Dipoles act on each other over long distances, and the energy of a periodic array of polarized cells depends on what lies around the array. The fluctuations of $\mathbf M$ therefore depend on these surroundings, whereas $k$ is a property of the material. We must find out which surroundings belong to which formula. For conducting surroundings the result will be

$$k=1+\frac{\langle \mathbf M\cdot\mathbf M\rangle-\langle\mathbf M\rangle\cdot\langle\mathbf M\rangle}{3\epsilon_0Vk_BT}. \tag{1}$$

### 2. Model and conventions

SI units are used. The cell has fixed volume $V$ and is repeated periodically. It contains neutral molecules in classical equilibrium at temperature $T$, with Boltzmann constant $k_B$ and $\beta=1/(k_BT)$. The symbol $k$ without a subscript is the relative permittivity.

The molecules are nonpolarizable: each carries charges $q_i$ of fixed size, attached to its atoms. The cell dipole is

$$\mathbf M=\sum_i q_i\mathbf r_i .$$

It depends on the positions alone, not explicitly on the field. Each molecule must be kept whole in this sum, even when it straddles a cell face. Since the molecules are neutral, moving one of them by a lattice vector $\mathbf L$ changes $\mathbf M$ by $\mathbf L\sum q_i=0$, the sum running over that molecule. Thus $\mathbf M$ is well defined.

The polarization is $\mathbf P=\langle\mathbf M\rangle/V$. The permittivity is defined by the linear relation

$$\mathbf P=\epsilon_0(k-1)\mathbf E, \tag{2}$$

where $\mathbf E$ is the macroscopic field: the spatial average of the electric field in the medium, including the field of the medium's own charges. It differs in general from the field that external sources would produce alone. We assume that the medium responds isotropically, as a fluid or a cubic crystal does.

### 3. The periodic potential has no mean field

Let $\rho(\mathbf r)$ be the charge density of one cell and

$$\hat\rho(\mathbf q)=\int\rho(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .$$

For the periodic array, Poisson's equation is solved term by term in the reciprocal lattice vectors $\mathbf G$:

$$\phi_{\rm per}(\mathbf r)=\frac{1}{\epsilon_0V}\sum_{\mathbf G\ne0}\frac{\hat\rho(\mathbf G)}{G^2}e^{i\mathbf G\cdot\mathbf r}. \tag{3}$$

The term $\mathbf G=0$ is left out. The Ewald method splits this sum into two rapidly convergent parts, one over positions and one over wave vectors, without changing its value.

The potential (3) has the same value at opposite faces of the cell. The integral of its gradient over the cell is therefore zero, and so is the mean electric field, whatever the value of $\mathbf M$. A polarized body in empty space behaves differently, because its surface charge produces a depolarizing field. The omitted term must contain this difference.

### 4. What a spherical array adds

Take copies of the cell at lattice vectors $\mathbf n$ and give each copy the weight $f(\mathbf n)=e^{-sn^2}$. As $s\to0$ the array grows without limit, but its outer shape stays spherical. By superposition its potential is

$$\phi(\mathbf r)=\int\frac{d^3q}{(2\pi)^3}\,\frac{\hat\rho(\mathbf q)}{\epsilon_0q^2}e^{i\mathbf q\cdot\mathbf r}\sum_{\mathbf n}f(\mathbf n)e^{-i\mathbf q\cdot\mathbf n}. \tag{4}$$

A lattice of delta functions has the Fourier series $\sum_{\mathbf n}\delta(\mathbf x-\mathbf n)=V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf x}$. Multiplying by $f(\mathbf x)e^{-i\mathbf q\cdot\mathbf x}$ and integrating gives

$$\sum_{\mathbf n}f(\mathbf n)e^{-i\mathbf q\cdot\mathbf n}=\frac1V\sum_{\mathbf G}\hat f(\mathbf q-\mathbf G),\qquad \hat f(\mathbf q)=\left(\frac{\pi}{s}\right)^{3/2}e^{-q^2/4s}.$$

The function $\hat f$ is a narrow peak, and $\int\hat f\,d^3q/(2\pi)^3=f(0)=1$. For $s\to0$ each peak at $\mathbf G\ne0$ picks out the integrand at $\mathbf q=\mathbf G$. Together these peaks reproduce (3).

The peak at $\mathbf G=0$ needs care because of the factor $1/q^2$. The cell is neutral, so for small $q$

$$\hat\rho(\mathbf q)=-i\mathbf q\cdot\mathbf M-\tfrac12\sum_{ab}q_aq_bQ_{ab}+\dots,\qquad Q_{ab}=\int\rho\,r_ar_b\,d^3r .$$

Multiplication by $e^{i\mathbf q\cdot\mathbf r}=1+i\mathbf q\cdot\mathbf r+\dots$ gives

$$\hat\rho(\mathbf q)e^{i\mathbf q\cdot\mathbf r}=-i\mathbf q\cdot\mathbf M+(\mathbf q\cdot\mathbf M)(\mathbf q\cdot\mathbf r)-\tfrac12\sum_{ab}q_aq_bQ_{ab}+\dots$$

The first term is odd in $\mathbf q$ and integrates to zero. In the second-order terms the angular average of $q_aq_b/q^2$ is $\delta_{ab}/3$, since $\hat f$ depends on the length of $\mathbf q$ alone. Higher terms carry more powers of $q$ and vanish as the peak narrows. What remains is

$$\phi_0(\mathbf r)=\frac{\mathbf M\cdot\mathbf r}{3\epsilon_0V}-\frac{\sum_aQ_{aa}}{6\epsilon_0V}. \tag{5}$$

The second term is a constant. The first is the potential of the uniform field

$$-\nabla\phi_0=-\frac{\mathbf M}{3\epsilon_0V}. \tag{6}$$

With $\mathbf M/V$ as the polarization, this is the depolarizing field of a sphere in vacuum.

The size of the effect can be seen in a simple cubic lattice of equal dipoles with spacing $a$. I summed their fields at the point $(0.5,0.3,0.2)a$ with Gaussian weights $s=0.01/a^2$ and $0.02/a^2$, and extrapolated linearly to $s=0$. This sum was subtracted from the tin-foil Ewald field. Per unit dipole, and in units of $1/(4\pi\epsilon_0a^3)$, equation (6) with $V=a^3$ predicts a difference of $4\pi/3=4.18879$ along the dipole and none across it. For dipoles along each of the three axes, all components of the computed difference agree with this within about $0.001$.

### 5. A polarized sphere in a medium

Now surround the large sphere by a continuous medium of relative permittivity $e_s$. The value $e_s=1$ is vacuum, and $e_s\to\infty$ represents a conductor. Let the sphere have radius $R$ and uniform polarization $P$ along the $z$ axis, and let the field far away be $E_{\rm ext}$, also along $z$. With polar angle $\theta$, the potentials are

$$\phi_{\rm in}=-Er\cos\theta,\qquad \phi_{\rm out}=\left(-E_{\rm ext}r+\frac{B}{r^2}\right)\cos\theta .$$

Both solve Laplace's equation. The constants $E$ and $B$ follow from the conditions at $r=R$. Continuity of the potential gives

$$-ER=-E_{\rm ext}R+\frac{B}{R^2}\quad\Rightarrow\quad\frac{B}{R^3}=E_{\rm ext}-E .$$

Continuity of the normal displacement gives

$$\epsilon_0E+P=e_s\epsilon_0\left(E_{\rm ext}+\frac{2B}{R^3}\right)=e_s\epsilon_0(3E_{\rm ext}-2E).$$

Collecting the terms in $E$, we find $\epsilon_0(2e_s+1)E=3e_s\epsilon_0E_{\rm ext}-P$, or

$$\mathbf E=\mathbf G_c-\frac{\mathbf P}{\epsilon_0(2e_s+1)},\qquad \mathbf G_c=\frac{3e_s}{2e_s+1}\mathbf E_{\rm ext}. \tag{7}$$

The field $\mathbf G_c$ would exist in the empty cavity. The other term is due to the polarization and to the answer of the surroundings. For $e_s=1$ it agrees with (6). For $e_s\to\infty$ it vanishes, because charge on the conductor cancels the depolarizing field. Conducting surroundings therefore correspond to the potential (3) without any addition. This is the meaning of "tin-foil" boundaries.

### 6. The energy of the cell

In a periodic simulation all copies move together, so the instantaneous polarization of the sphere is $\mathbf M/V$. Let $U_{\rm tin}$ be the energy per cell calculated with (3). To find the additional energy for finite $e_s$, build up the uniform part of the polarization from zero by letting its dipole be $\lambda\mathbf M$, with $\lambda$ running from 0 to 1. The uniform field at stage $\lambda$ is $-\lambda\mathbf M/[\epsilon_0(2e_s+1)V]$. The work done against it when the dipole grows by $\mathbf M\,d\lambda$ is

$$dW=\frac{\lambda M^2}{\epsilon_0(2e_s+1)V}\,d\lambda .$$

Integration over $\lambda$ supplies a factor $1/2$:

$$U=U_{\rm tin}+\frac{M^2}{2\epsilon_0(2e_s+1)V}. \tag{8}$$

In vacuum the last term is $M^2/(6\epsilon_0V)$. It is positive and makes large values of $M$ less probable. With conducting surroundings it is absent.

### 7. Imposing a field

A uniform field $\mathbf G_c$ has the potential $-\mathbf G_c\cdot\mathbf r$. The energy of the charges in it is

$$\sum_iq_i(-\mathbf G_c\cdot\mathbf r_i)=-\mathbf M\cdot\mathbf G_c .$$

No factor $1/2$ appears, since this field is held fixed while the charges move. With conducting surroundings (7) gives $\mathbf G_c=\mathbf E$. The configuration energy is then

$$U(\mathbf E)=U_{\rm tin}-\mathbf M\cdot\mathbf E, \tag{9}$$

and the field in it is the same macroscopic field that enters the definition (2). A capacitor held at fixed voltage is a physical picture of this: when the dielectric polarizes, the source moves charge onto the plates and the mean field stays as it was.

### 8. The response of the mean dipole

The kinetic energy does not contain $\mathbf E$. Integration over the momenta therefore leaves a factor $w$ that may depend on the coordinates, as it does for rigid molecules, but not on the field. Denote all coordinates by $X$. Then

$$\langle M_a\rangle_{\mathbf E}=\frac{\int M_a\,w\,e^{-\beta U_{\rm tin}+\beta\mathbf M\cdot\mathbf E}\,dX}{Z},\qquad Z=\int w\,e^{-\beta U_{\rm tin}+\beta\mathbf M\cdot\mathbf E}\,dX .$$

Differentiate with respect to $E_b$. The exponential in the numerator produces a factor $\beta M_b$. The denominator contributes $-\langle M_a\rangle Z^{-1}\partial Z/\partial E_b=-\beta\langle M_a\rangle\langle M_b\rangle$. Hence

$$\frac{\partial\langle M_a\rangle}{\partial E_b}=\beta\left(\langle M_aM_b\rangle-\langle M_a\rangle\langle M_b\rangle\right)\equiv\beta C_{ab}. \tag{10}$$

The subtraction of the mean comes from the normalization of the probability. No approximation was made in this step, so (10) also holds in a finite field, with the averages taken in that field.

At zero field, isotropy restricts $C_{ab}$. A half turn about $z$ reverses $M_x$ and $M_y$ but not $M_z$, so $C_{xz}=C_{yz}=0$. A half turn about $x$ likewise gives $C_{xy}=0$. A third of a turn about a body diagonal permutes $x$, $y$ and $z$ and makes the three diagonal elements equal. Each is one third of the trace:

$$C_{ab}=\frac{\delta_{ab}}3\,{\rm var}(\mathbf M),\qquad {\rm var}(\mathbf M)=\langle\mathbf M\cdot\mathbf M\rangle-\langle\mathbf M\rangle\cdot\langle\mathbf M\rangle .$$

### 9. The permittivity

From (2), $\epsilon_0(k-1)$ is the derivative of $\langle M_x\rangle/V$ with respect to $E_x$ at zero field. Equation (10) gives

$$\epsilon_0(k-1)=\frac{C_{xx}}{Vk_BT}=\frac{{\rm var}(\mathbf M)}{3Vk_BT}.$$

Division by $\epsilon_0$ yields (1). The factor 3 counts the components contained in the variance.

If the dipoles are so dilute that they are uncorrelated, and each of the $N$ molecules has dipole $\mu$, the cross terms in $\langle\mathbf M\cdot\mathbf M\rangle$ vanish. The variance is $N\mu^2$, and

$$k=1+\frac{N\mu^2}{3\epsilon_0Vk_BT}. \tag{11}$$

In this limit a small uptake of polar molecules raises $k$ in proportion to their density. Equation (11) is for dipoles in otherwise empty space. In a real film each dipole also polarizes the framework around it, which changes the slope: a rigid dipole placed on a site of the lattice of Section 12 carries a total moment $\mu(k+2)/3$, so for $k=2.512$ the rise is about $2.26$ times that of (11). At higher density the correlations between dipoles enter through the variance.

## Second half: other surroundings, examples and limits

### 10. Symbols and results carried over

The cell has volume $V$, temperature $T$ and total dipole $\mathbf M$. The surroundings have relative permittivity $e_s$, and $e_s\to\infty$ is the conducting case. We write

$$S=\frac{{\rm var}(\mathbf M)}{3\epsilon_0Vk_BT}$$

for the scaled fluctuation at zero field. With conducting surroundings $k=1+S$. For finite $e_s$ the energy contains the additional term $M^2/[2\epsilon_0(2e_s+1)V]$. The cavity field $\mathbf G_c$, which couples through $-\mathbf M\cdot\mathbf G_c$, is related to the macroscopic field by

$$\mathbf G_c=\mathbf E+\frac{\mathbf P}{\epsilon_0(2e_s+1)}. \tag{12}$$

We have derived the fluctuation formula (1) for conducting surroundings, and found the surface energy and cavity field that apply when the surroundings have finite permittivity. It remains to obtain $k$ from the fluctuations in those other surroundings, to test the results on examples, and to see where the formula stops.
